# Boltzmann–Matano Inversion of a Diffusion-Couple Profile

## Result and conventions

Two alloys are joined at a flat interface and annealed for a time $t$ at fixed temperature. Let $c(s)$ be the copper concentration, in atoms per volume, along a scan coordinate $s$ normal to the interface. It falls monotonically from $c_L$ on the left to $c_R$ on the right, and

$$Y=\frac{c-c_R}{c_L-c_R}$$

falls from 1 to 0. From this single profile the interdiffusivity at any composition $0<Y^*<1$ is

$$D(Y^*)=\frac{M(Y^*)}{2t\,|Y'(s^*)|},\qquad M(Y^*)=\int_0^{Y^*}(s-s_M)\,dY, \tag{1}$$

where $Y(s^*)=Y^*$ and a prime on $Y$ means $d/ds$. The Matano plane $s_M$ follows from mass balance. If the scan runs from $s_a$, where $Y=1$, to $s_b$, where $Y=0$, then

$$s_M=s_a+\int_{s_a}^{s_b}Y\,ds. \tag{2}$$

The derivation assumes a sharp initial interface, ends not yet reached by diffusion, a single phase, a diffusivity that depends on composition alone, and constant partial molar volumes.

## The diffusion equation in the laboratory frame

Let $V_1,V_2$ be the constant partial volumes of copper and of the second metal, and $J_1,J_2$ their fluxes. The atoms fill space, so $V_1c_1+V_2c_2=1$. Differentiating in time and using $\partial c_i/\partial t=-\partial J_i/\partial x$,

$$0=V_1\frac{\partial c_1}{\partial t}+V_2\frac{\partial c_2}{\partial t}
=-\frac{\partial}{\partial x}(V_1J_1+V_2J_2).$$

The volume flux $V_1J_1+V_2J_2$ is therefore the same at every $x$. It is zero at a closed, stationary end, hence zero everywhere. In this frame $D$ is defined by $J_1=-D\,\partial c_1/\partial x$. The second metal has the same coefficient, because $J_2=-(V_1/V_2)J_1$ and $\partial c_2/\partial x=-(V_1/V_2)\,\partial c_1/\partial x$. So $D$ describes mixing of the pair and does not give the separate mobilities of the two metals.

Since $Y$ is a linear function of $c_1$,

$$\frac{\partial Y}{\partial t}=\frac{\partial}{\partial x}\left[D(Y)\frac{\partial Y}{\partial x}\right],\qquad
Y(x,0)=\begin{cases}1,&x<0\\0,&x>0,\end{cases} \tag{3}$$

with $x$ measured from the original interface.

## From one profile to the diffusivity

Replace $x$ by $ax$ and $t$ by $a^2t$, with $a>0$. Both sides of (3) acquire the factor $a^{-2}$, and the initial step is unchanged. The solution, being unique, must be unchanged too, so it depends on $x$ and $t$ through $\lambda=x/\sqrt t$ alone. Write $Y=F(\lambda)$. Then

$$\frac{\partial Y}{\partial t}=-\frac{\lambda}{2t}\frac{dF}{d\lambda},\qquad
\frac{\partial}{\partial x}=\frac1{\sqrt t}\frac{d}{d\lambda},$$

and multiplying (3) by $t$ gives

$$-\frac{\lambda}{2}\frac{dF}{d\lambda}=\frac{d}{d\lambda}\left(D\frac{dF}{d\lambda}\right). \tag{4}$$

Integrate from $\lambda^*$ to $+\infty$, where the gradient vanishes:

$$-\frac12\int_{\lambda^*}^{\infty}\lambda\frac{dF}{d\lambda}\,d\lambda
=-D(Y^*)\left.\frac{dF}{d\lambda}\right|_{\lambda^*}.$$

On the left, $(dF/d\lambda)\,d\lambda=dY$, and $Y$ runs from $Y^*$ down to 0. Reversing the limits changes the sign, so the left side is $+\frac12\int_0^{Y^*}\lambda\,dY$. Returning to $x$ with $\lambda=x/\sqrt t$ and $dF/d\lambda=\sqrt t\,\partial Y/\partial x$,

$$\frac{1}{2\sqrt t}\int_0^{Y^*}x\,dY=-D(Y^*)\sqrt t\,\frac{\partial Y}{\partial x}.$$

Because $\partial Y/\partial x=-|Y'|$, this is (1) with $x=s-s_M$, provided $s_M$ is the original interface. The formula says that $M/(2t)$ is the normalized flux $-D\,\partial Y/\partial x$ through the point $s^*$.

**Constant diffusivity.** Let $w^2=2Dt$. The profile is $Y=\frac12\operatorname{erfc}\left[x/(\sqrt2\,w)\right]$, with $|Y'|=e^{-x^2/2w^2}/(\sqrt{2\pi}\,w)$. Then

$$M=\int_{x^*}^{\infty}x\,|Y'|\,dx=w^2|Y'(x^*)|,$$

and (1) returns $w^2/2t=D$ at every composition, as it must.

## Locating the Matano plane

The scan has an arbitrary origin, so the interface position must come from the data. Integrating (4) over the whole line gives zero on the right, since both ends have zero gradient. Hence

$$\int_0^1(s-s_M)\,dY=0\quad\Longrightarrow\quad s_M=\int_0^1 s\,dY.$$

As $s$ increases $Y$ decreases, so integration by parts gives

$$\int_0^1s\,dY=-\int_{s_a}^{s_b}sY'\,ds=-\big[sY\big]_{s_a}^{s_b}+\int_{s_a}^{s_b}Y\,ds=s_a+\int_{s_a}^{s_b}Y\,ds,$$

which is (2). Splitting the last integral at $s_M$ and rearranging gives the mass balance

$$\int_{s_a}^{s_M}(1-Y)\,ds=\int_{s_M}^{s_b}Y\,ds.$$

The copper lost on the left equals the copper gained on the right. At $t=0$ the integral in (2) equals the distance from $s_a$ to the interface, and closed ends conserve it. The plane therefore coincides with the original interface.

It need not lie at $Y=\frac12$. That happens when $D(Y)=D(1-Y)$: then $1-Y(-x)$ solves the same problem as $Y(x)$, the two must agree, and $Y(0)=\frac12$.

## A working form with positive terms

Integrating $M$ by parts over the right-hand part of the scan gives

$$M=-\int_{s^*}^{s_b}(s-s_M)Y'\,ds=A+Y^*(s^*-s_M),\qquad A=\int_{s^*}^{s_b}Y\,ds. \tag{5}$$

Define also $B=\int_{s_a}^{s^*}(1-Y)\,ds$. Then

$$B-A=s^*-s_a-\int_{s_a}^{s_b}Y\,ds=s^*-s_M,$$

by (2), and substitution in (5) gives

$$M=(1-Y^*)A+Y^*B. \tag{6}$$

Both terms are positive, whereas in (5) the second term is negative to the left of the plane and cancels most of $A$ near the left end. The plane has disappeared from (6), but the mass balance has not: it was used to obtain it. With $s_M$ taken from (2), forms (5) and (6) are algebraically identical, so (6) does not reduce the effect of measurement noise. Nor does it remove rounding error very close to the left end, where $1-Y$ is itself a small difference of stored numbers.

The algorithm is then:

1. Convert the data to concentration and normalize with the end plateaus.
2. Find $s_M$ from (2) by the trapezoidal rule.
3. Represent $Y(s)$ by an interpolating cubic spline if the data are clean, or by local polynomial fits if they are noisy.
4. For each $Y^*$, find $s^*$, the slope and $M$.
5. Divide as in (1), and discard compositions near the ends where the estimated error is too large.

## Worked example

The model is a bulk couple of copper and copper–50 at.% nickel, annealed at 1273 K for 25 h, so $t=90\,000$ s. The chosen diffusivity is

$$D(Y)=D_R\,(D_L/D_R)^Y,\quad D_R=1\times10^{-10},\quad D_L=5\times10^{-10}\ \text{cm}^2/\text{s}.$$

The corresponding widths $\sqrt{2Dt}$ are 42.4 µm on the right and 94.9 µm on the left.

The synthetic profile was made by solving (3) in real time, without the variable $\lambda$. The couple, 1000 µm long on each side, was divided into cells of 1 µm with closed ends. The flux through each cell face used the mean $D$ of its two neighbours, and an adaptive implicit-capable integrator advanced the cells in time. Profiles at $t/4$ and $t$, plotted against $x/\sqrt t$, differ by at most $2.2\times10^{-5}$ in $Y$.

A scan of 241 points at 5 µm spacing was read from the solution, with the original interface placed at $s=703.700$ µm. Equation (2) returns 703.700 µm. The composition there is $Y=0.5715$, and the point $Y=\frac12$ lies 11.700 µm to the right.

At $Y^*=\frac12$ the spline gives $A=19.934$ µm and $|Y'|=0.006406$ µm$^{-1}$. Hence

$$M=19.934+0.5\times11.700=25.784\ \text{µm},$$

$$D=\frac{25.784}{2\times90\,000\times0.006406}=0.02236\ \text{µm}^2/\text{s}=2.236\times10^{-10}\ \text{cm}^2/\text{s}.$$

The value put in was $\sqrt5\times10^{-10}=2.236\times10^{-10}$ cm²/s. Other compositions give the following, with errors relative to the true $D$:

| $Y$ | true $D$ (cm²/s) | recovered $D$ (cm²/s) | error |
|---|---|---|---|
| 0.02 | 1.0327e-10 | 1.0331e-10 | +0.042 % |
| 0.10 | 1.1746e-10 | 1.1748e-10 | +0.012 % |
| 0.50 | 2.2361e-10 | 2.2361e-10 | below 0.001 % |
| 0.90 | 4.2567e-10 | 4.2568e-10 | +0.003 % |
| 0.98 | 4.8416e-10 | 4.8419e-10 | +0.006 % |

These digits measure numerical error in a noiseless model. They are not an accuracy to expect from a specimen. For the analytic error-function profile with $D=D_R$, sampled at the same spacing, the largest error at nine compositions from $Y=0.02$ to 0.98 is 0.0037 %. This suggests that most of the 0.042 % above comes from the finite-volume profile and not from the spline.

The method does not need a monotonic $D$. For $D=D_R[1+16Y(1-Y)]$, which rises fivefold at $Y=\frac12$ and returns to $D_R$ at both ends, the largest error at the same nine compositions is 0.026 %. What must be monotonic is the profile, so that each composition has one position.

## Error from a misplaced plane

Suppose the plane is put at $s_M+\delta$ and form (5) is used. Then $M$ changes by $-Y^*\delta$, and

$$\Delta D=-\frac{Y^*\delta}{2t|Y'|},\qquad \frac{\Delta D}{D}=-\frac{Y^*\delta}{M}. \tag{7}$$

For $\delta=+5$ µm the middle composition gives $-0.5\times5/25.784=-9.70$ %. The change is $-5.41$ % at $Y=0.10$ and $-32.30$ % at $Y=0.90$. It grows without limit as $Y^*\to1$, because $M\to0$ there while the shift contributes nearly all of $\delta$.

Starting the integration at the other end moves the trouble to the other side. With the correct plane, $M=-\int_{Y^*}^1(s-s_M)\,dY$ as well, since the full integral vanishes. A shift now changes this expression by $+(1-Y^*)\delta$. The two versions of $M$ therefore differ by

$$(1-Y^*)\delta-(-Y^*\delta)=\delta$$

at every composition, which makes their difference a direct measure of the misplacement.

Taking the point $Y=\frac12$ for the Matano plane means $\delta=11.7$ µm here. Since (7) is linear in $\delta$, the errors above are multiplied by $11.7/5=2.34$: $D$ falls by about 23 % at $Y=0.50$ and by about 76 % at $Y=0.90$.

## Error from noise

Let each measured $Y_i$ carry an independent error $\varepsilon_i$ of zero mean and standard deviation $\eta$. Estimate the slope and the smoothed composition at scan point $k$ by a least-squares cubic over a window of points. Both are linear in the data:

$$Y'=\sum_i g_iY_i,\qquad Y^*=\sum_i v_iY_i.$$

Let $a_i$ be the trapezoidal weights for the area to the right of $s_k$, and $p_i$ those for the whole scan. Then $A=\sum a_iY_i$ and $s_M=s_a+\sum p_iY_i$. Differentiating (5), and then $\ln D=\ln M-\ln|Y'|-\ln 2t$, gives to first order

$$\delta M=\sum_i m_i\varepsilon_i,\qquad m_i=a_i+(s_k-s_M)v_i-Y^*p_i,$$

$$\frac{\operatorname{sd}(D)}{D}=\eta\left[\sum_i\left(\frac{m_i}{M}-\frac{g_i}{Y'}\right)^2\right]^{1/2}. \tag{8}$$

This is the scatter of $D$ at a fixed scan position.

The slope term can be found by hand. Number the window points $j=-q,\dots,q$ at spacing $h$, and let $S_n=\sum_j j^n$. By symmetry the odd part of the cubic, $b_1j+b_3j^3$, separates from the even part. Its normal equations are

$$S_2b_1+S_4b_3=\sum_j jY_j,\qquad S_4b_1+S_6b_3=\sum_j j^3Y_j.$$

The slope is $b_1/h$, so solving for $b_1$ gives

$$g_j=\frac{S_6\,j-S_4\,j^3}{h\,(S_2S_6-S_4^2)}.$$

In the sum of squares the numerator is $S_6^2S_2-2S_6S_4^2+S_4^2S_6=S_6(S_2S_6-S_4^2)$, so

$$\operatorname{sd}(Y')=\frac{\eta}{h}\sqrt{\frac{S_6}{S_2S_6-S_4^2}}.$$

For 13 points, $S_2=182$, $S_4=4550$ and $S_6=134\,342$, and the square root is 0.189. With $\eta=0.002$ and $h=5$ µm the slope error is $7.6\times10^{-5}$ µm$^{-1}$, or 1.2 % of the slope at $Y=\frac12$. The complete expression (8) gives 1.26 % there, so differentiation is the main source of noise at that composition.

Adding Gaussian noise to the scan 2000 times and repeating the inversion gave these relative standard deviations:

| $Y$ near | from (8) | 2000 noisy scans |
|---|---|---|
| 0.10 | 2.36 % | 2.37 % |
| 0.50 | 1.26 % | 1.27 % |
| 0.90 | 4.46 % | 4.51 % |
| 0.98 | 16.58 % | 17.51 % |

Near the ends $M$ and $|Y'|$ both go to zero while their absolute errors do not, so the quotient loses its meaning. In the last row the first-order estimate is also visibly too low. The likely reason is the curvature of $1/|Y'|$, which (8) neglects.

A wider window reduces the slope noise but eventually spans more of the profile than a cubic can follow. Its half-width should be small compared with the smallest diffusion width $\sqrt{2Dt}$, here about 42 µm. The 30 µm used here is a compromise: even without noise it changes $D$ by about $-1.3$ % at the scan point with $Y=0.017$ and by $+0.6$ % at the one with $Y=0.091$. At 40 µm these become about $-3.5$ % and $+1.5$ %.

Random noise moves the plane by much less than one scan step. From (2), with $N$ scan intervals, its scatter is close to $\eta h\sqrt N$, or $0.002\times5\times\sqrt{240}=0.155$ µm; the noisy scans gave 0.156 µm. These figures hold the normalization fixed, as do (8) and the table above. Taking the plateau values from the same noisy scan raises the scatter of the plane to about 0.19 µm with 50 points averaged at each end, and to about 0.5 µm with 10.

A uniform offset in the raw data is removed by the plateau normalization. A systematic offset that remains in the normalized profile is not. If every $Y_i$ is still too high by $\epsilon$, the plane moves by $\epsilon(s_b-s_a)$. An offset of 0.001 over this 1200 µm scan moves it by 1.2 µm, and repeating the scan does not reduce the shift. The plateaus should be long enough to fix the normalization, but flat data beyond that need should be left out of the integral.

## When diffusion reaches an end

A finite length spoils the scaling on which (4) rests. At a closed left end the slope is zero, and the sign of the resulting error depends on the normalization. If $Y$ is normalized with the original compositions of the two alloys, then $B=0$ at the end, but $M=(1-Y^*)A$ is positive once the end composition has fallen below 1. The inferred $D$ then diverges towards the end, whatever the true value is. If $Y$ is instead normalized with the values found at the ends of the scan, then at a small distance $\xi$ from the end $1-Y\approx a\xi^2$, $|Y'|\approx2a\xi$ and $M\approx a\xi^2A$. The inferred $D\approx\xi A/(4t)$ then falls to zero at the end.

With each side shortened to 160 µm and all else unchanged, $Y$ at the left end falls to 0.950. Normalized with the original compositions, the inversion then overestimates $D$ at $Y=0.90$ by 11 to 12 %. Normalized with the end values of the scan, it underestimates $D$ at the same position by about 50 %. A plateau at the original composition on both sides is therefore a necessary check before using (1). It is not a sufficient one, because an interface already smeared before the anneal can leave both plateaus intact. For constant $D$ and an initial error-function profile of standard deviation $\sigma_0$, the squared widths add, and the inferred $D$ is too high by the factor $1+\sigma_0^2/(2Dt)$. With $D=D_R$ and $\sigma_0=20$ µm that is an excess of 22 %.

## Relation to a real couple

The two diffusivities are round numbers, roughly in the range of lattice diffusion in copper-rich copper–nickel alloys near 1273 K. They are not measured results. The following corrections use equally rough inputs.

**Molar volume.** With 7.1 cm³/mol for copper and 6.6 cm³/mol for nickel, using mole fraction in place of concentration moves the computed plane by about $-1.3$ µm. At fixed positions it changes $D$ by between about $-0.6$ % and $+1.1$ % over the compositions from $Y=0.02$ to 0.98.

**Thermal contraction.** A specimen measured at 300 K is shorter than it was during the anneal. Since $D$ scales as length squared, an expansion coefficient of $1.8\times10^{-5}$ K$^{-1}$ makes the uncorrected $D$ 3.4 % too low.

**Heating and cooling.** Let $f(T)$ be the ratio of $D$ at temperature $T$ to its value at the annealing temperature. If $f$ is the same at all compositions, the annealing time in (1) becomes $\int f\,dt$. Ramps of 10 K/min between 800 K and 1273 K, with an activation energy of 2.4 eV, add about 640 s, or 0.7 % of the anneal.

**Probe width.** Gaussian blurring with a standard deviation of 1 µm changes $D$ by at most 0.07 % at $Y=0.10$, 0.50 and 0.90.

**Grain boundaries.** For cubic grains of edge $d$ and boundary width $\delta_b$, boundaries parallel to the flux occupy a fraction $2\delta_b/d$ of the cross-section. With $\delta_b=0.5$ nm, $d=1000$ µm and a boundary diffusivity of $5\times10^{-6}$ cm²/s, parallel transport adds $5\times10^{-12}$ cm²/s. This is 5 % of $D_R$ and 1 % of $D_L$. It is an order of magnitude only, because with grains wider than the diffusion zone the boundaries leak into the grains and do not simply add a uniform flux.

Grain-boundary transport matters far more in fine-grained material. Reducing $d$ to 1 µm, with the other inputs fixed, raises the added term to $5\times10^{-9}$ cm²/s, which is 10 to 50 times the lattice values. The inversion would then return an effective diffusivity of the microstructure, provided the scan reaches both plateaus of the much wider profile; the 1200 µm scan used here would be too short. This illustrates the dependence on grain size and is not a forecast for the present anneal, since grains that small would be expected to coarsen during 25 h at 1273 K. Pores formed by unequal atomic fluxes would also disturb the lengths and the mass balance; they are not estimated here.

Lattice diffusion becomes negligible far below the annealing temperature. Extrapolated to 400 K with 2.4 eV, $D_L$ becomes about $10^{-30}$ cm²/s, and $\sqrt{2Dt}$ after ten years is about $2\times10^{-4}$ nm. Within this extrapolation the lattice is frozen, and any appreciable transport at that temperature must use faster paths such as grain boundaries and interfaces. The estimate concerns the copper-rich end only. Copper–nickel has a miscibility gap that closes at roughly 600 K, so at 400 K the equilibrium state of the 50 at.% alloy is not a single phase and (3) does not describe the couple.
